# Momentum-Conserving Collisions and the Compensation Condition for Steady Current, part 1

(Sections cited here and not found follow in the second part.)

## Part I. Collision invariants and the solvability condition

### 1. Definitions and conventions

A spatially uniform metal or semimetal in $d$ dimensions carries its current in closed pockets of the Brillouin zone. In an electron pocket a few states near a band minimum are filled. In a hole pocket a few states near a band maximum are empty. The wavevector $\mathbf k$ is measured from the centre of the pocket to which the state belongs. Each band has energy $\varepsilon(\mathbf k)$ and velocity $\mathbf v=\hbar^{-1}\partial\varepsilon/\partial\mathbf k$. States of a hole pocket are described as electron states, so near a parabolic maximum $\mathbf v=-\hbar\mathbf k/m_h$ with $m_h>0$.

The equilibrium occupation is the Fermi function $f_0$ at temperature $T$ and chemical potential $\mu$, with thermal weight

$$w=-\frac{\partial f_0}{\partial\varepsilon}=\frac{f_0(1-f_0)}{k_BT}.$$

Summation over states per unit volume (per unit area if $d=2$), with the factor 2 for spin, is abbreviated

$$\int_1\equiv 2\sum_{\text{pockets}}\int\frac{d^dk_1}{(2\pi)^d}.$$

All functions below are spin-independent. Two real functions of the state have the inner product

$$\langle a|b\rangle=\int_1 w_1a_1b_1 .$$

"Orthogonal" always refers to this thermal inner product. It does not mean that two vectors are perpendicular at each $\mathbf k$. The carrier densities are $n_e=\int_1f_0$ over the electron pockets and $n_h=\int_1(1-f_0)$ over the hole pockets. The metal is compensated when $n_e=n_h$.

Electrons have charge $-e$, so a field $\mathbf E$ exerts the force $\mathbf F=-e\mathbf E$. The Boltzmann equation is

$$\frac{\partial f}{\partial t}+\frac{\mathbf F}{\hbar}\cdot\frac{\partial f}{\partial\mathbf k}=C[f].$$

Write $f=f_0+w\chi$, where $\chi$ is an energy of first order in the field. Since $\hbar^{-1}\partial f_0/\partial\mathbf k=\mathbf v\,\partial f_0/\partial\varepsilon=-w\mathbf v$, the force term is $-w\,\mathbf F\cdot\mathbf v$ to first order. Define $\Lambda$ by writing the linearized collision term as $-w\Lambda\chi$. Dividing by $w$ gives

$$\frac{\partial\chi}{\partial t}=\mathbf F\cdot\mathbf v-\Lambda\chi,\qquad\text{and in a steady state}\qquad \Lambda\chi=\mathbf F\cdot\mathbf v. \tag{1}$$

Equilibrium carries no current, so $\mathbf j=-e\int_1\mathbf v f=-e\langle\mathbf v|\chi\rangle$.

### 2. Assumptions

**A1 (closed pockets).** At the boundary of each pocket region $w$ is negligible. There $f_0=0$ for an electron pocket and $f_0=1$ for a hole pocket.

**A2 (collisions).** Electrons collide in pairs, $1,2\to3,4$. Each collision conserves energy, the number of electrons in each pocket, and the total $\hbar\mathbf k$. There are no impurities, phonons or umklapp processes.

**A3 (regularity).** $\Lambda=\nu-K$. Here $\nu(\mathbf k)$ is a rate of leaving a state, with $0<\nu_{\min}\le\nu\le\nu_{\max}$, and $K$ is a compact operator describing the return of particles.

**A4 (no further invariants).** The functions conserved in every collision are combinations of the pocket numbers, the energy and the components of $\hbar\mathbf k$.

Measuring momentum from the pocket centres in A2 is legitimate. The full crystal wavevector of a state is $\mathbf K_p+\mathbf k$, with $\mathbf K_p$ the centre of its pocket. If no pocket gains or loses electrons, the sum of the $\mathbf K_p$ is the same before and after a collision. Conservation of the full wavevector is then conservation of the total $\mathbf k$.

### 3. The theorem

**Theorem.** (a) Under A1 and A2, a steady response of first order in a static uniform field requires

$$\langle\hbar k_i|v_j\rangle E_j=0,\quad\text{summed over }j,\qquad\text{that is}\qquad (n_e-n_h)\mathbf E=0. \tag{2}$$

(b) Under A1 to A4, compensation is also sufficient. The steady current is then unique, and

$$\sigma_{ij}=e^2\langle v_i|\Lambda^{-1}v_j\rangle \tag{3}$$

is finite, where $\Lambda^{-1}$ acts on the functions orthogonal to all invariants.

The proof needs three lemmas: one on the structure of $\Lambda$, one on solvability, and one on the overlaps of $\mathbf v$ with the invariants.

### 4. Structure of the collision operator

**Lemma 1.** $\Lambda$ is symmetric and non-negative in the thermal inner product. $\Lambda\chi=0$ if and only if $\chi_1+\chi_2=\chi_3+\chi_4$ in every allowed collision.

*Proof.* The collision term counts losses minus gains:

$$C_1=-\int_{2,3,4}R\,\big[f_1f_2(1-f_3)(1-f_4)-f_3f_4(1-f_1)(1-f_2)\big].$$

The golden-rule rate $R(12;34)\ge0$ contains the conservation laws. It is unchanged when initial and final pairs are exchanged, because the squared matrix element is the same in both directions. It is also unchanged when the two particles are relabelled, $1\leftrightarrow2$ together with $3\leftrightarrow4$.

Put $r=f/(1-f)$. The bracket becomes

$$(1-f_1)(1-f_2)(1-f_3)(1-f_4)\,(r_1r_2-r_3r_4).$$

In equilibrium $r=e^{-(\varepsilon-\mu)/k_BT}$, so energy conservation gives $r_1r_2=r_3r_4$ and the bracket vanishes. To first order only the change of the last factor matters. From $dr/r=df/[f(1-f)]$ and $\delta f=w\chi=f_0(1-f_0)\chi/k_BT$, one has $\delta r/r=\chi/k_BT$. The bracket is therefore, with equilibrium occupations in front,

$$f_1f_2(1-f_3)(1-f_4)\,\frac{\chi_1+\chi_2-\chi_3-\chi_4}{k_BT}.$$

Let $W=R\,f_1f_2(1-f_3)(1-f_4)/k_BT$ and $\Delta\chi=\chi_1+\chi_2-\chi_3-\chi_4$. Then

$$w_1(\Lambda\chi)_1=\int_{2,3,4}W\,\Delta\chi. \tag{4}$$

Because $f_1f_2(1-f_3)(1-f_4)=f_3f_4(1-f_1)(1-f_2)$ in equilibrium, $W$ has both symmetries of $R$. Multiply (4) by $a_1$ and sum over state 1:

$$\langle a|\Lambda\chi\rangle=\int_{1,2,3,4}W\,a_1\,\Delta\chi.$$

Relabelling the particles leaves $\Delta\chi$ unchanged and replaces $a_1$ by $a_2$. Exchanging initial and final pairs reverses the sign of $\Delta\chi$, so $a_1$ is replaced by $-a_3$. Doing both replaces it by $-a_4$. The four expressions are equal, and their average is

$$\langle a|\Lambda\chi\rangle=\frac14\int_{1,2,3,4}W\,\Delta a\,\Delta\chi. \tag{5}$$

This is symmetric in $a$ and $\chi$, and non-negative for $a=\chi$. If $\Lambda\chi=0$, then (5) with $a=\chi$ forces $\Delta\chi=0$ wherever $W>0$. Conversely, $\Delta\chi=0$ in (4) gives $\Lambda\chi=0$. $\square$

Under A2 the null functions include the number $1_p$ of each pocket (one inside pocket $p$, zero elsewhere), the energy $\varepsilon$, and each $\hbar k_i$. The last has a direct meaning: $\chi=\mathbf u\cdot\hbar\mathbf k$ describes, to first order, the distribution $f_0(\varepsilon-\mathbf u\cdot\hbar\mathbf k)$, in which all carriers share a drift velocity $\mathbf u$. Momentum-conserving collisions cannot stop such a drift.

### 5. Fredholm alternative

**Lemma 2.** Let $N$ be the null space of $\Lambda$.

1. If $\Lambda\chi=g$ has a solution, $g$ is orthogonal to $N$.
2. Under A3, $N$ has finite dimension, and every $g$ orthogonal to $N$ admits a solution, unique up to an element of $N$.
3. Under A3 there is a rate $\lambda_*>0$ with $\langle\chi|\Lambda\chi\rangle\ge\lambda_*\langle\chi|\chi\rangle$ for all $\chi$ orthogonal to $N$.

*Proof.* For the first claim take $n\in N$. By symmetry, $\langle n|g\rangle=\langle n|\Lambda\chi\rangle=\langle\Lambda n|\chi\rangle=0$.

For the second, set $y=\nu^{1/2}\chi$ and multiply the equation by $\nu^{-1/2}$:

$$(1-\tilde K)y=\nu^{-1/2}g,\qquad \tilde K=\nu^{-1/2}K\nu^{-1/2}.$$

$\tilde K$ is compact and symmetric. The spectral theorem for such operators supplies a complete orthonormal set of eigenfunctions, with eigenvalues $\kappa_m$ that can accumulate only at zero. Hence $\kappa_m=1$ occurs for finitely many eigenfunctions. All other values of $1-\kappa_m$, which are positive because $\Lambda\ge0$, are at least some $\delta>0$. Expanding in the eigenfunctions, one can divide by $1-\kappa_m$ provided that the right side has no component with $\kappa_m=1$. Those eigenfunctions are the functions $\nu^{1/2}n$ with $n\in N$, so the condition reads

$$0=\langle\nu^{1/2}n|\nu^{-1/2}g\rangle=\langle n|g\rangle .$$

The difference of two solutions lies in $N$, since $\Lambda$ annihilates it.

For the third claim let $\chi$ be orthogonal to $N$, and let $\nu^{1/2}n$ be the component of $y=\nu^{1/2}\chi$ with $\kappa_m=1$. Then

$$\langle\chi|\Lambda\chi\rangle=\langle y|(1-\tilde K)y\rangle\ge\delta\,\|\nu^{1/2}(\chi-n)\|^2\ge\delta\nu_{\min}\|\chi-n\|^2\ge\delta\nu_{\min}\|\chi\|^2.$$

The last step uses $\langle\chi|n\rangle=0$, which gives $\|\chi-n\|^2=\|\chi\|^2+\|n\|^2$. Thus $\lambda_*=\delta\nu_{\min}$ suffices. $\square$

The third claim excludes a subtle failure. If relaxation rates approached zero without a gap, a force orthogonal to every invariant could still produce an infinite response.

### 6. Overlaps of the velocity with the invariants

**Lemma 3.** Under A1,

$$\langle1_p|v_j\rangle=0,\qquad\langle\varepsilon|v_j\rangle=0,\qquad\langle\hbar k_i|v_j\rangle=(n_e-n_h)\delta_{ij}. \tag{6}$$

*Proof.* The starting point is $w\hbar v_j=-\partial f_0/\partial k_j$. For the number of one pocket,

$$\langle1_p|v_j\rangle=-\frac{2}{\hbar}\int_p\frac{d^dk}{(2\pi)^d}\frac{\partial f_0}{\partial k_j}=0,$$

because $f_0$ has the same value everywhere on the pocket boundary. For the energy, let $G(\varepsilon)$ satisfy $dG/d\varepsilon=-w\varepsilon$. Then $w\varepsilon v_j=-\hbar^{-1}\partial G/\partial k_j$. $G$ is constant on the boundary, since $w$ vanishes there, and the integral is again zero.

For the momentum, an electron pocket gives, on integration by parts,

$$2\int\frac{d^dk}{(2\pi)^d}\,k_i\left(-\frac{\partial f_0}{\partial k_j}\right)=\delta_{ij}\,2\int\frac{d^dk}{(2\pi)^d}\,f_0 .$$

The boundary term vanishes with $f_0$. In a hole pocket it is $1-f_0$ that vanishes at the boundary, so one first writes $-\partial f_0/\partial k_j=+\partial(1-f_0)/\partial k_j$:

$$2\int\frac{d^dk}{(2\pi)^d}\,k_i\frac{\partial(1-f_0)}{\partial k_j}=-\delta_{ij}\,2\int\frac{d^dk}{(2\pi)^d}(1-f_0).$$

The sum over pockets is (6). $\square$

No parabolic, isotropic or inversion-symmetric shape was assumed. A direct quadrature tests this in dimensionless units ($\hbar=1$, spin factor and $(2\pi)^{-2}$ omitted) for the pockets

$$\varepsilon_e=\tfrac12k^2+0.2k_xk_y+0.15(k_x^3-3k_xk_y^2)+0.1k^4,$$
$$\varepsilon_h=1.2-0.4k_x^2-0.9k_y^2-0.05k^4,$$

with $k_BT=0.3$ and $\mu=0.5$. The densities are $2.850$ and $3.327$. The overlap tensors of the two pockets equal $+2.850$ and $-3.327$ times the unit matrix, with a largest error of $4\times10^{-16}$.

### 7. Proof of the theorem

For (a), $\hbar k_i$ is a null function by A2 and Lemma 1. Lemma 2, claim 1, applied to (1) gives $0=\langle\hbar k_i|\mathbf F\cdot\mathbf v\rangle=-e\langle\hbar k_i|v_j\rangle E_j$. Lemma 3 turns this into $(n_e-n_h)\mathbf E=0$.

For (b), A4 says that $N$ is spanned by $1_p$, $\varepsilon$ and $\hbar k_i$. Lemma 3 with $n_e=n_h$ makes $\mathbf v$ orthogonal to all of them, so Lemma 2 provides a solution $\chi=-e\Lambda^{-1}\mathbf v\cdot\mathbf E+n$ with $n\in N$ arbitrary. The current does not depend on $n$, because $\langle\mathbf v|n\rangle=0$. Inserting $\chi$ in $\mathbf j=-e\langle\mathbf v|\chi\rangle$ gives (3), which is finite by the gap $\lambda_*$. $\square$

**Remark (momentum balance).** The obstruction is a force that nothing balances. Multiply the full Boltzmann equation by $\hbar\mathbf k$ and sum over states. Collisions drop out, and the integrations by parts of Lemma 3, with $f$ in place of $f_0$, give

$$\frac{d\mathbf P}{dt}=(n_e-n_h)\mathbf F=-(n_e-n_h)e\mathbf E. \tag{7}$$

The field pushes electrons and holes in opposite directions. The total force vanishes only if their numbers agree. Equation (7) holds beyond first order, as long as the carriers stay inside their pockets.

## Part II. Response with and without compensation

### 8. Symbols and results carried over

The response $\chi$ is defined by $f=f_0+w\chi$, with $w=-\partial f_0/\partial\varepsilon$, and obeys $\partial_t\chi=\mathbf F\cdot\mathbf v-\Lambda\chi$ with $\mathbf F=-e\mathbf E$. The current is $\mathbf j=-e\langle\mathbf v|\chi\rangle$ in the thermal inner product. The collision operator $\Lambda$ is symmetric and non-negative. Its null space $N$ contains pocket numbers, energy and $\hbar\mathbf k$, and its other rates are at least $\lambda_*>0$. The velocity is orthogonal to numbers and energy, while $\langle\hbar k_i|v_j\rangle=(n_e-n_h)\delta_{ij}$. A steady linear response therefore needs $n_e=n_h$. Assumptions A1 to A4 of Part I remain in force unless a statement lifts one of them.

### 9. What happens without compensation

For simplicity let every pocket have $\varepsilon(-\mathbf k)=\varepsilon(\mathbf k)$, and let the collision rates be unchanged when all $\mathbf k$ are reversed, so that $\Lambda$ turns odd functions into odd functions. Then $\hbar\mathbf k$, being odd in $\mathbf k$, is orthogonal to numbers and energy.

**Proposition 1.** If the field is switched on at $t=0$ in equilibrium, then

$$j_i(t)=\big[D_{ij}\,t+s_{ij}(t)\big]E_j,\qquad D=e^2(n_e-n_h)^2M^{-1},\qquad M_{ij}=\langle\hbar k_i|\hbar k_j\rangle, \tag{8}$$

where $s(t)$ stays bounded. For isotropic parabolic bands with masses $m_e,m_h$,

$$D=\frac{e^2(n_e-n_h)^2}{n_em_e+n_hm_h}. \tag{9}$$

*Proof.* Split $v_j=v_j^{\parallel}+v_j^{\perp}$ into its projection on $N$ and the rest. Only momentum contributes to the projection, so $v_j^\parallel=\sum_ic_{ij}\hbar k_i$. Taking the inner product with $\hbar k_l$ gives $(n_e-n_h)\delta_{lj}=\sum_iM_{li}c_{ij}$, hence $c=(n_e-n_h)M^{-1}$ and

$$\langle v_i|v_j^\parallel\rangle=\sum_l\langle v_i|\hbar k_l\rangle c_{lj}=(n_e-n_h)^2(M^{-1})_{ij}.$$

Collisions do not act on the parallel part, so $\chi^\parallel=t\,\mathbf F\cdot\mathbf v^\parallel$. The other part obeys $\partial_t\chi^\perp=\mathbf F\cdot\mathbf v^\perp-\Lambda\chi^\perp$, with solution $\chi^\perp=\Lambda^{-1}(1-e^{-\Lambda t})\mathbf F\cdot\mathbf v^\perp$. It is bounded because all rates are at least $\lambda_*$. Inserting both in $\mathbf j=-e\langle\mathbf v|\chi\rangle$, where the two minus signs combine to $e^2$, gives (8).

For parabolic bands $\hbar k_i=m_ev_i$ on electron pockets and $\hbar k_i=-m_hv_i$ on hole pockets. The two pocket contributions to Lemma 3 then give $M_{ij}=\delta_{ij}[m_en_e+(-m_h)(-n_h)]$, which is (9). $\square$

For a single parabolic band $n_h=0$ and $D=e^2n_e/m_e$. Here $\mathbf v=\hbar\mathbf k/m_e$ is itself an invariant, so electron-electron collisions leave the current untouched.

A real sample always loses some momentum to its surroundings. The simplest model adds a uniform rate $\gamma$ to $\Lambda$ for functions odd in $\mathbf k$. On $\mathbf v^\parallel$ the operator is then $\gamma$ alone, and the steady conductivity is

$$\sigma_{ij}=\frac{D_{ij}}{\gamma}+e^2\langle v_i^\perp|(\Lambda+\gamma)^{-1}v_j^\perp\rangle. \tag{10}$$

As $\gamma\to0$ the first term diverges if $n_e\ne n_h$, while the second stays finite. In the compensated metal the first term is absent. The loss then has one further effect: pairing the steady equation with $\hbar\mathbf k$ gives $\gamma\langle\hbar\mathbf k|\chi\rangle=0$, so any $\gamma>0$ selects the solution without total momentum.

Under the stated assumptions, a steady linear current exists exactly when electron and hole densities are equal; without compensation, the current keeps growing unless momentum is lost to the surroundings. It remains to find what limits the compensated current, to see why compensation alone is not enough, and to work through a semimetallic quantum well and the limits of that model.

Numbers in the example were calculated in double precision.
